# Standard Error of Simulated Range Straggling and Profile Kurtosis, part 1

(Sections cited here and not found follow in the second part.)

## 1. The sampling error of the straggling

### Definitions and assumptions

A Monte Carlo simulation of ion implantation follows many ions, one after another, until each comes to rest. Let $z_i$ be the final depth of ion $i$, measured from the original surface along its inward normal, and let $N$ be the number of ions that stop in the target. The depths are taken to be independent draws from one probability law, and all ions carry equal weight. Angle brackets denote the mean over that law or, for a quantity built from a whole run, the mean over many independent runs.

The mean depth and the deviation of an ion from it are

$$
\mu=\langle z\rangle,\qquad x_i=z_i-\mu,\qquad \langle x_i\rangle=0. \tag{1}
$$

The range straggling $\sigma$, the fourth central moment $\mu_4$ and the kurtosis $\kappa$ are defined by

$$
\sigma^2=\langle x^2\rangle,\qquad \mu_4=\langle x^4\rangle,\qquad
\kappa=\frac{\mu_4}{\sigma^4}. \tag{2}
$$

This is the full kurtosis, which equals 3 for a Gaussian; the excess kurtosis is $\kappa-3$. We assume $\sigma>0$ and a finite $\mu_4$. The variance of $x^2$ cannot be negative, so

$$
\langle x^4\rangle-\langle x^2\rangle^2=(\kappa-1)\sigma^4\ge 0,
\qquad \kappa\ge 1. \tag{3}
$$

The simulation does not know $\mu$ or $\sigma$. It estimates them by

$$
\bar z=\frac1N\sum_{i=1}^N z_i,\qquad
s^2=\frac{1}{N-1}\sum_{i=1}^N (z_i-\bar z)^2. \tag{4}
$$

The standard error of the straggling, $\mathrm{SE}(s)$, is the standard deviation of $s$ over many independent runs of $N$ ions each. It must be kept apart from $\sigma$: $\sigma$ is a property of the depth law and does not depend on $N$, while the standard error describes how well a finite run determines it. The result to be derived is

$$
\frac{\mathrm{SE}(s)}{\sigma}\simeq\sqrt{\frac{\kappa-1}{4N}}
\qquad (N\to\infty). \tag{5}
$$

### The sample variance as an average over pairs

The sample mean in equation (4) ties all the terms of the sum together. Differences between ions remove it. Expanding the square in a double sum gives

$$
\begin{aligned}
\sum_{i,j}(z_i-z_j)^2
&=2N\sum_i z_i^2-2\Big(\sum_i z_i\Big)^2\\
&=2N\Big(\sum_i z_i^2-N\bar z^2\Big)
=2N\sum_i(z_i-\bar z)^2 .
\end{aligned} \tag{6}
$$

The terms with $i=j$ vanish, and every other pair occurs twice on the left. Hence the sum over distinct pairs, $i<j$, is $N\sum_i(z_i-\bar z)^2$. With

$$
h_{ij}=\tfrac12(z_i-z_j)^2=\tfrac12(x_i-x_j)^2 \tag{7}
$$

equation (4) becomes

$$
s^2=\frac{1}{P}\sum_{i<j}h_{ij},\qquad P=\frac{N(N-1)}{2}. \tag{8}
$$

So $s^2$ is the plain average of $h_{ij}$ over the $P$ pairs. Since $\langle x_ix_j\rangle=0$ for different ions, $\langle h_{ij}\rangle=(\sigma^2+\sigma^2)/2=\sigma^2$, and therefore $\langle s^2\rangle=\sigma^2$. The divisor $N-1$ makes the sample variance unbiased for any depth law with a finite variance.

### The variance of the sample variance

Three kinds of product occur in the variance of the average (8). The first is a pair with itself. Expanding the fourth power,

$$
\begin{aligned}
\langle h_{12}^2\rangle
&=\tfrac14\langle x_1^4-4x_1^3x_2+6x_1^2x_2^2-4x_1x_2^3+x_2^4\rangle\\
&=\tfrac14(2\mu_4+6\sigma^4)=\tfrac12(\mu_4+3\sigma^4).
\end{aligned} \tag{9}
$$

The odd terms vanish because each contains the factor $\langle x_1\rangle$ or $\langle x_2\rangle$. Subtracting $\langle h_{12}\rangle^2=\sigma^4$ gives

$$
\mathrm{Var}(h_{12})=\tfrac12(\mu_4+\sigma^4). \tag{10}
$$

The second kind is two pairs that share one ion, such as $h_{12}$ and $h_{13}$. Hold $x_1$ fixed. The two quantities are then independent, and each has the conditional mean

$$
\tfrac12\langle(x_1-x_2)^2\rangle_{x_2}=\tfrac12(x_1^2+\sigma^2). \tag{11}
$$

Their covariance is the variance of this common conditional mean as $x_1$ varies:

$$
\mathrm{Cov}(h_{12},h_{13})=\tfrac14\mathrm{Var}(x_1^2)
=\tfrac14(\mu_4-\sigma^4). \tag{12}
$$

The third kind is two pairs with no ion in common. They are independent and have zero covariance.

It remains to count. A given pair shares one ion with $2(N-2)$ other pairs: either of its two members may be kept, and the other replaced by any of the $N-2$ remaining ions. Therefore

$$
\begin{aligned}
\mathrm{Var}(s^2)
&=\frac{1}{P^2}\Big[P\,\frac{\mu_4+\sigma^4}{2}
+P\,2(N-2)\frac{\mu_4-\sigma^4}{4}\Big]\\
&=\frac{\mu_4+\sigma^4+(N-2)(\mu_4-\sigma^4)}{N(N-1)}\\
&=\frac1N\Big[\mu_4-\frac{N-3}{N-1}\sigma^4\Big].
\end{aligned} \tag{13}
$$

This holds for every $N\ge2$ and involves no approximation. For a small check, let a depth take the values 0, 1 and 4, in arbitrary units, with probabilities 0.45, 0.45 and 0.10. Its mean is 0.85, its variance 1.3275 and its fourth central moment 10.0807. For $N=4$ equation (13) gives $(10.0807-1.7623/3)/4=2.3733$. Listing all 81 ordered samples of four depths, each with its probability, gives the same value.

### From the variance to the straggling

Define the relative deviations of $s^2$ and $s$ through

$$
r=\frac{s}{\sigma},\qquad t=\frac{s^2}{\sigma^2}-1=r^2-1 . \tag{14}
$$

Then $\langle t\rangle=0$. Division of equation (13) by $\sigma^4$, with $(N-3)/(N-1)=1-2/(N-1)$, gives

$$
\langle t^2\rangle=\frac{\kappa-1}{N}+\frac{2}{N(N-1)} . \tag{15}
$$

Writing $r^2-1=2(r-1)+(r-1)^2$ and solving for the linear term, we have the identity

$$
r-1=\frac t2-\frac{(r-1)^2}{2}. \tag{16}
$$

The first term is the linear response of a square root: a small relative change in $s^2$ produces half that relative change in $s$. If the second term can be neglected, the variance of $r$ is $\langle t^2\rangle/4$, and equation (15) leads to equation (5). The neglect needs a justification, since a heavy tail can make $t$ large in a few runs.

The central limit theorem supplies the first part of it. From equation (4),

$$
s^2=\frac{N}{N-1}\Big[\frac1N\sum_i x_i^2-(\bar z-\mu)^2\Big]. \tag{17}
$$

The mean of $(\bar z-\mu)^2$ is $\sigma^2/N$, so this term vanishes even after multiplication by $\sqrt N$. The remaining average is over independent quantities $x_i^2$ with variance $(\kappa-1)\sigma^4$. Hence $\sqrt N\,t$ tends in distribution to a Gaussian of mean zero and variance $\kappa-1$.

By equation (15), $N\langle t^2\rangle$ also tends to $\kappa-1$, the variance of that limiting Gaussian. For a fixed number $K$, the part of $N\langle t^2\rangle$ from runs with $\sqrt N|t|\le K$ tends to the corresponding part of the Gaussian variance. The part from $\sqrt N|t|>K$ must then tend to the Gaussian remainder, which is as small as desired for large $K$. Rare runs with a large $t$ therefore carry no lasting share of $N\langle t^2\rangle$.

Now $t=(r-1)(r+1)$ with $r\ge0$. From $r+1\ge1$ follows $|r-1|\le|t|$, and from $|r-1|\le r+1$ follows $(r-1)^2\le|t|$. Choose a small $\delta$. Runs with $|t|\le\delta$ obey $(r-1)^4\le t^4\le\delta^2t^2$, and the others obey $(r-1)^4\le t^2$. Consequently

$$
N\langle(r-1)^4\rangle\le
\delta^2N\langle t^2\rangle+N\langle t^2\rangle_{|t|>\delta}, \tag{18}
$$

where the subscript restricts the mean to the runs named, without renormalization. For fixed $\delta$ the last term tends to zero, because $|t|>\delta$ means $\sqrt N|t|>\sqrt N\delta$, which exceeds any $K$ in the end. The first term can be made as small as desired through $\delta$. The quadratic term in equation (16) thus has a mean square that vanishes faster than $1/N$, and by the Cauchy–Schwarz inequality its product with $t/2$ does so too. This leaves

$$
N\langle(r-1)^2\rangle\to\frac{\kappa-1}{4}. \tag{19}
$$

### Bias and standard error

Taking the mean of equation (16), with $\langle t\rangle=0$, gives

$$
\frac{\langle s\rangle}{\sigma}-1=-\tfrac12\langle(r-1)^2\rangle
\simeq-\frac{\kappa-1}{8N}. \tag{20}
$$

The sample straggling is on average slightly too small, although the sample variance is unbiased, because the square root is a concave function. The bias falls as $1/N$ and the standard error as $1/\sqrt N$. The variance of $r$ is $\langle(r-1)^2\rangle$ minus the square of the bias, and the latter is of order $1/N^2$. Equation (19) therefore proves equation (5) for $\kappa>1$. A finite fourth moment has been sufficient; no higher moment is needed for the limit, though higher moments influence how soon it is reached.

The three-value law used above has $\kappa=5.7204$. Summing over all possible counts of the three values gives its standard error without sampling noise. The ratio of that error to equation (5) is 1.0207 for $N=100$ and 1.0050 for $N=400$. The excess falls by a factor of about four when $N$ grows fourfold, as a correction of relative order $1/N$ should. At $N=400$ the relative bias is $-0.001491$, while equation (20) gives $-4.7204/3200=-0.001475$.

### The Gaussian profile

A Gaussian density $p(x)$ satisfies $xp=-\sigma^2\,dp/dx$. Integration by parts, with vanishing boundary terms, gives

$$
\langle x^4\rangle=-\sigma^2\int x^3\frac{dp}{dx}\,dx
=3\sigma^2\langle x^2\rangle=3\sigma^4. \tag{21}
$$

So $\kappa=3$, and equation (5) becomes

$$
\frac{\mathrm{SE}(s)}{\sigma}\simeq\frac{1}{\sqrt{2N}}. \tag{22}
$$

Here the distribution of $s$ is also known at finite $N$. Regard $(x_1,\ldots,x_N)$ as a vector and rotate the axes so that one lies along $(1,\ldots,1)$. The rotated components are again independent Gaussians of variance $\sigma^2$. The squares of the $N-1$ components across that axis add up to $(N-1)s^2$. With $\nu=N-1$, the length $\rho=\sqrt\nu\,s/\sigma$ has a density proportional to $\rho^{\nu-1}e^{-\rho^2/2}$, and

$$
\frac{\langle s\rangle}{\sigma}
=\frac{1}{\sqrt\nu}\,
\frac{\int_0^\infty\rho^{\nu}e^{-\rho^2/2}d\rho}
{\int_0^\infty\rho^{\nu-1}e^{-\rho^2/2}d\rho}
=\sqrt{\frac2\nu}\,\frac{\Gamma(N/2)}{\Gamma(\nu/2)}. \tag{23}
$$

Since $\langle s^2\rangle=\sigma^2$, the relative standard error is $\sqrt{1-(\langle s\rangle/\sigma)^2}$. Its ratio to $1/\sqrt{2N}$ is 1.0386 for $N=10$, 1.0038 for $N=100$ and 1.00004 for $N=10000$. For a Gaussian profile the large-sample formula is thus good to 4% with ten ions.

### What a single ion contributes

To leading order, equations (14), (16) and (17) combine into

$$
s-\sigma\simeq\frac1N\sum_{i=1}^N\frac{x_i^2-\sigma^2}{2\sigma}. \tag{24}
$$

An ion within one $\sigma$ of the mean depth lowers the estimate, and an ion farther away raises it. An ion at $|x|=5\sigma$ changes $s/\sigma$ by $12/N$, whereas one at the mean depth changes it by $-1/(2N)$. The variance involves the square of these contributions and hence the fourth power of the distance. This is why a few deep ions can control the error.

For comparison, the standard error of the mean depth is $\sigma/\sqrt N$, which contains no kurtosis. By equation (5),

$$
\frac{\mathrm{SE}(s)}{\mathrm{SE}(\bar z)}\simeq\frac{\sqrt{\kappa-1}}{2}. \tag{25}
$$

A Gaussian gives 0.71. For $\kappa>5$ the straggling has the larger absolute error of the two, so a small error of the mean depth does not guarantee an equally small error of the straggling.

### Where the formula fails

If $\mu_4$ is infinite, equation (13) has no finite value and equation (5) does not apply. Ions of finite energy stop within a finite depth, so their true moments are finite, but a fitted tail that extends to infinity need not share this property. If $\kappa=1$, equality in equation (3) requires $x^2=\sigma^2$ for every ion, which means two sharp depths with equal probability. The leading term then vanishes and the next order decides.

Ions that are backscattered out of the target do no harm if $N$ counts the stopped ions: given which ions stop, their depths are still independent draws from the law of stopped ions. Correlated or unequally weighted ions can change the result, and they are treated in the second half.

## 2. Channelled profiles and the size of the error

### Results carried over

The final depth is $z$, its mean $\mu$, its deviation $x=z-\mu$, and the straggling is $\sigma=\langle x^2\rangle^{1/2}$. The full kurtosis is $\kappa=\langle x^4\rangle/\sigma^4$. A run of $N$ independent, equally weighted stopped ions gives the sample straggling $s$, with relative standard error $\sqrt{(\kappa-1)/(4N)}$ for large $N$, equation (5). A Gaussian has $\kappa=3$ and relative error $1/\sqrt{2N}$, equation (22). Each ion enters $s$ through $x^2-\sigma^2$, equation (24).

At equal $N$, the error relative to the profile's own straggling is larger than for a Gaussian if $\kappa>3$ and smaller if $\kappa<3$. Whether channelling raises it depends on the shape that channelling gives to the whole profile.

For independent, equally weighted ions, the relative standard error of the straggling has been shown to approach $\sqrt{(\kappa-1)/(4N)}$ in large runs, provided the fourth moment is finite and $\kappa>1$. It remains to find how channelling changes $\kappa$ and the error, how many ions a given precision needs, and what happens when ions are correlated or unequally weighted.
